# Oxide Closure from Parallel Step Edges: Regular and Poisson Spacing, part 2

Oxide grows from straight, parallel steps on an otherwise inert plane. The question is when it closes a channel of length $W$ across the steps. Lengths are in nanometres. The model is geometrical, and its assumption 2 is that oxide nucleates along all steps at the start of growth, and nowhere on the terraces.

Each cycle advances every exposed oxide surface by $g$ along its normal. After $N$ cycles the nominal thickness is $h=Ng$, which is also the lateral reach from each step. At distance $s\le h$ from the nearest step the oxide height is $z=\sqrt{h^2-s^2}$. The closure thickness is the value of $h$ at which the last bare strip in the region considered disappears.

The gaps between steps have mean $L$. Regular gaps all equal $L$; Poisson steps occur independently with density $1/L$. With

$$x=\frac{2h}{L},\qquad w=\frac{W}{L},$$

the results already proved are:

**(a)** For regular steps, coverage is $\theta=\min(1,2h/L)$, and every channel with $W\ge L$ closes at $h=L/2$.

**(b)** For Poisson steps, $\theta=1-e^{-2h/L}$. Each gap stays open with probability $e^{-x}$.

Still to be proved, for Poisson steps:

**(c)** A channel is closed at nominal thickness $h$ with probability

$$F(x,w)=1+\sum_{j\ge1}(-1)^j e^{-jx}\left[\frac{u_j^{\,j}}{j!}+\frac{u_j^{\,j-1}}{(j-1)!}\right],\qquad u_j=w+x-jx,$$

where $w>0$ and the sum contains the terms with $u_j>0$.

**(d)** If $w\to\infty$ at a fixed closure probability $p$ between 0 and 1, the required thickness approaches

$$h_p\simeq\frac L2\ln\frac{1+w}{\ln(1/p)} .$$

By Lemma 3, the channel is closed when the interval extending it by $h$ at both ends contains no step-free run of length $2h$. In units of $L$, that interval has length $T=w+x$ and the forbidden run has length $x$. Let $Q(T)$ be the probability that an interval of scaled length $T$ has no empty run of length $x$, counting runs that touch its ends. Then $F(x,w)=Q(w+x)$.

The gamma law of order 4, used later for comparison, makes each gap the sum of four independent exponential lengths, each of mean $L/4$. The worked example has $L=100$ nm, $W=1000$ nm and $g=0.10$ nm per cycle.

### Lemma 4: an equation for the closure probability

*For $T<x$, $Q(T)=1$. For $T\ge x$,*

$$Q(T)=\int_0^x e^{-y}Q(T-y)\,dy .$$

*Proof.* An interval shorter than $x$ has no room for a run of length $x$, which gives the first statement. For $T\ge x$, let the first step from the left be at $y$. In scaled units its probability density is $e^{-y}$. If $y>x$, or if there is no step at all, the initial run is too long. If $y<x$, the initial run is harmless, and the remaining interval of length $T-y$ must satisfy the same condition. Its steps are independent of those before $y$. Adding over the allowed $y$ gives the integral. $\square$

### Proof of part (c)

The two cases can be joined in one equation. For $T<x$,

$$1=e^{-T}+\int_0^T e^{-y}dy,$$

and $Q(T-y)=1$ under the integral. So for all $T\ge0$

$$Q(T)=e^{-T}\,\chi(T<x)+\int_0^{\min(T,x)}e^{-y}Q(T-y)\,dy,$$

where $\chi$ is 1 if the stated condition holds and 0 otherwise. Take the Laplace transform $\tilde Q(s)=\int_0^\infty e^{-sT}Q(T)\,dT$ with $s>0$. From here on $s$ is the transform variable and no longer a distance. The transform of the first term is

$$A=\int_0^xe^{-(s+1)y}dy=\frac{1-E}{s+1},\qquad E=e^{-(s+1)x}.$$

The integral term is a convolution of $Q$ with $e^{-y}$ cut off at $x$. Its transform is the product $A\tilde Q$. Thus $\tilde Q=A+A\tilde Q$, and

$$\tilde Q=\frac{A}{1-A}=\frac{1-E}{(s+1)-(1-E)}=\frac{1-E}{s+E}.$$

Choose $s>1$. Then $E<1<s$, and the geometric series

$$\frac1{s+E}=\sum_{k\ge0}(-1)^k\frac{E^k}{s^{k+1}}$$

converges absolutely. Multiplication by $1-E$ gives two sums. In the second, which carries an extra factor $-E$, set $j=k+1$. Its sign becomes $-(-1)^{j-1}=(-1)^j$. In the first, set $j=k$. Then

$$\tilde Q=\frac1s+\sum_{j\ge1}(-1)^jE^j\left[\frac1{s^{j+1}}+\frac1{s^j}\right].$$

To invert, write $E^j=e^{-jx}e^{-jsx}$. For $n\ge0$, the substitution $T=jx+v$ gives

$$\int_{jx}^{\infty}e^{-sT}\frac{(T-jx)^n}{n!}dT=e^{-jsx}\int_0^\infty e^{-sv}\frac{v^n}{n!}dv=\frac{e^{-jsx}}{s^{n+1}} .$$

Thus the term with $1/s^{j+1}$ comes from $(T-jx)^j/j!$, and the term with $1/s^j$ from $(T-jx)^{j-1}/(j-1)!$. Both functions are zero for $T<jx$. The term $1/s$ comes from 1. Therefore

$$Q(T)=1+\sum_{jx<T}(-1)^je^{-jx}\left[\frac{(T-jx)^j}{j!}+\frac{(T-jx)^{j-1}}{(j-1)!}\right].$$

Setting $T=w+x$ makes $T-jx=u_j$ and gives part (c). $\square$

Two limits show what the formula contains. As $w\to0$, only $j=1$ remains, with $u_1=w\to0$, and $F\to1-e^{-x}$. A very short channel is closed with the probability that a single point is covered. For $0<w\le x$, again only $j=1$ contributes, and

$$F=1-(1+w)e^{-x}.$$

The factor $(1+w)e^{-x}$ has a direct meaning.

### Lemma 5: the mean number of openings

*The mean number of bare strips in the channel is $\mu=(1+w)e^{-x}$.*

*Proof.* Count each opening by its left end. An opening may include the left end of the channel, which is bare with probability $e^{-x}$. Otherwise it starts inside, at distance $h$ to the right of a step whose next neighbour is more than $2h$ away. Such steps have density $e^{-x}/L$, so a channel of length $W$ contains on average $we^{-x}$ such starts. The sum is $\mu$. $\square$

Two openings are separated by at least one step with its covered strip of width $2h$. If $W\le2h$, there is no room for two openings in the channel. The probability of an opening is then equal to the mean number, which explains the short form of $F$. For longer channels the higher terms correct for several openings.

### Proof of part (d)

Fix $\mu$ and let $w\to\infty$. Then $x=\ln[(1+w)/\mu]$ grows only logarithmically, so $x/w\to0$. Since $e^{-x}=\mu/(1+w)$, the first part of the $j$th term in $F$ satisfies, for fixed $j$,

$$\frac{e^{-jx}u_j^{\,j}}{j!}=\frac{\mu^j}{j!}\left[\frac{w-(j-1)x}{1+w}\right]^j\longrightarrow\frac{\mu^j}{j!}.$$

For the second part, $0<u_j\le w<1+w$ gives

$$\frac{e^{-jx}u_j^{\,j-1}}{(j-1)!}\le\frac{\mu^j}{(j-1)!\,(1+w)}\longrightarrow0 .$$

The two parts are bounded by $\mu^j/j!$ and $\mu^j/(j-1)!$. These bounds have finite sums over $j$, so the limit may be taken term by term:

$$F\longrightarrow\sum_{j\ge0}\frac{(-\mu)^j}{j!}=e^{-\mu}.$$

Setting $e^{-\mu}=p$ gives $(1+w)e^{-x}=\ln(1/p)$. Hence $x=\ln[(1+w)/\ln(1/p)]$, and $h=Lx/2$ proves part (d). $\square$

In this regime only a small fraction of the gaps is still open, and the number of openings in the channel behaves as a Poisson count. The closure thickness grows with the logarithm of the channel length. At fixed $L$ and $p$, multiplying a long channel's length by ten adds about $(L/2)\ln10=1.15L$ to it. For regular steps, lengthening a channel beyond $L$ adds nothing.

The size of the error can be seen in the second-order term. For $w>x$, $u_2=w-x$. The bracket in $F$ minus its counterpart $(1+w)^2/2$ in $e^{-\mu}$ is

$$\frac{(w-x)^2}{2}+(w-x)-\frac{(1+w)^2}{2}=-x(1+w)+\frac{x^2-1}{2}.$$

This is negative, because $x^2/2<x(1+w)$ when $w>x$. For small $\mu$, where this term is the leading correction, the true closure probability is therefore slightly below $e^{-\mu}$, and the thickness needed is slightly larger than the estimate.

### Worked example: alumina on stepped graphite

Take aluminium oxide grown by atomic layer deposition on a densely stepped region of cleaved graphite. Graphite serves here as the growth surface. A thick graphite crystal screens a gate field within a few atomic layers, so the channel in this example is only a length to be covered, not a working transistor. The inputs are rough typical values: $L=100$ nm, $g=0.10$ nm per cycle and $W=1000$ nm, so $w=10$.

The coverages at equal nominal thickness are:

| $h$ (nm) | regular | Poisson |
|---:|---:|---:|
| 10 | 0.200 | 0.181 |
| 25 | 0.500 | 0.393 |
| 50 | 1.000 | 0.632 |
| 100 | 1.000 | 0.865 |
| 150 | 1.000 | 0.950 |

Regular steps close at $100/2=50$ nm, after $50/0.10=500$ cycles. For Poisson steps at the same thickness, $x=1$ and the mean number of openings is $11e^{-1}=4.05$. The channel is closed with probability $3.3\times10^{-5}$. The long-channel form would give $e^{-4.05}=0.017$, which is too large by a factor of about 500. It must not be used when several openings are expected in a channel of this length.

The median Poisson closure thickness is 146.4 nm, or $x=2.928$. The terms of part (c) confirm it. Here $e^{-x}=0.0535$, $u_1=10$, $u_2=7.072$ and $u_3=4.144$, so

$$F\simeq1-0.0535(11)+0.002863(32.08)-0.000153(20.4)$$

$$\phantom{F}\simeq1-0.5885+0.0918-0.0031=0.500 .$$

The fourth term is of order $10^{-6}$, and there are no others. The median corresponds to 1464 cycles and is 2.9 times the regular value. The mean closure thickness is larger, 158 nm, because the distribution has a long tail towards thick films. A closure probability of 99% needs 350 nm, or about 3500 cycles, seven times the regular value.

The estimate in part (d) gives

$$50\ln\frac{11}{0.6931}=138.2\ \text{nm},\qquad 50\ln\frac{11}{0.01005}=349.9\ \text{nm}.$$

Relative to the exact law of the model, the median is 5.6% too small, while the 99% value is nearly correct. For $w=1000$ the error of the median falls to 0.07%.

### The thinnest place after closure

Let $r$ be the largest distance from any channel point to its nearest step. The channel closes when $h=r$. Afterwards the thinnest place has height $\sqrt{h^2-r^2}$. If this must be at least $t$, then

$$h=\sqrt{r^2+t^2}.$$

For $t=5$ nm the regular array needs $\sqrt{50^2+5^2}=50.25$ nm, only 0.25 nm beyond closure. The 99% Poisson value remains 350 nm to three digits. Within the model, when $t$ is much smaller than $r$, closing the last opening is the costly part, and the groove then fills to height $t$ quickly because its walls are steep.

This quick filling is also where the geometry is least reliable. At height $y$, just as two half-cylinders touch, the groove has width $2(h-\sqrt{h^2-y^2})$. It is narrower than a precursor of diameter $\delta$ when

$$y<\sqrt{h^2-(h-\delta/2)^2}.$$

With a rough $\delta=0.6$ nm and $h=50$ nm this height is $\sqrt{50^2-49.7^2}=5.5$ nm. The whole 5 nm just required lies in a region that the precursor may not enter. The opening on the plane is also narrower than the precursor during the last $\delta/2=0.3$ nm of lateral growth before the fronts meet, so closure itself is uncertain at this scale. A seam or void there is plausible, but the model does not decide it.

If the groove is filled, 2 V across 5 nm gives a mean field of $0.4$ V/nm, or 4 MV/cm. This is below the breakdown field of good thin alumina, roughly 5 to 10 MV/cm, but not by a wide margin. Gate metal that fills the groove ends in a sharp edge, however, and the local field there is well above the mean and can reach the breakdown range. The mean field alone therefore does not show that the thin spot is safe. For tunnelling, take a barrier $\phi=3$ eV that falls linearly by $eV_g=2$ eV across the oxide, and an effective mass $m=0.3$ electron masses, both rough. The semiclassical transmission is

$$\mathcal T=\exp\left[-\frac{2t\sqrt{2m}}{\hbar}\int_0^1\sqrt{\phi-eV_g q}\;dq\right]=9\times10^{-18},$$

where $q$ is the fractional depth. This number is only an order-of-magnitude guide. The linear barrier ignores the sharp edge. For a thin metal blade ending at height $t$ above the plane, the potential on the line below the edge varies as $V_g(2/\pi)\arcsin(z/t)$. The field averaged over the last nanometre is then about 8 MV/cm, and the transmission becomes about $10^{-16}$ for electrons leaving the gate and about $6\times10^{-19}$ for electrons leaving the graphite. The rough inputs matter more: with a linear barrier, $\phi=2$ eV and $m=0.23$ give about $10^{-10}$. In all these cases direct tunnelling through a sound 5 nm oxide is strongly suppressed. An opening or a defective seam is the greater concern.

### How far other assumptions move the result

**Spacing law.** For the gamma law of order 4, at the same $L$ and $W$, sampled arrays give a median closure thickness of 93 to 94 nm, the last digit depending on the sample. This lies between 50 nm for regular and 146 nm for Poisson steps.

**Lateral rate.** Suppose the lateral reach is $\rho h$ instead of $h$. Then $2\rho h$ replaces $2h$ in every coverage and closure formula, and closure thicknesses are divided by $\rho$. With $\rho=0.8$ the regular value rises to 62.5 nm and the Poisson median to 183 nm.

**Terrace defects.** Let point defects with density $n$ also seed oxide, independently of the steps. Each covers a disc of radius $h$. A point left bare by the steps has no seed within $h$ with probability $e^{-n\pi h^2}$, which multiplies the bare fraction. For one defect per square micrometre this factor is 0.99 at 50 nm, 0.94 at 146 nm and 0.68 at 350 nm. The factor applies to bare area, not to the probability of closure: discs must cover an open strip along its entire length to close it. The factor therefore cannot be used to correct the closure thicknesses. Such a correction would also require the channel's width along the steps.

### The model beside real devices

Alumina deposited on clean graphite does start preferentially at steps and defects, and growth near 0.1 nm per cycle is typical. A mean spacing of 100 nm represents a densely stepped area. Many cleaved surfaces have much wider terraces, and at fixed $W/L$ all closure thicknesses grow in proportion to $L$. Suppose that a gate oxide only 10 nm thick is wanted. At that nominal thickness the model leaves about 80% of the plane bare for either array, so step-edge nucleation alone cannot supply this dielectric at the spacing assumed. One remedy is to create nucleation sites on the terraces, for example with a seed layer, which breaks assumption 2 on purpose. The defect formula indicates the scale: to reduce the bare fraction at $h=10$ nm by a factor $e$, the seed density must satisfy $n\pi h^2=1$, or $n\simeq3.2\times10^{-3}$ nm$^{-2}$, about 3000 per square micrometre. A thin closed film needs still more.

The inputs of the worked example appear with their units in the numerical output that follows.

## Values computed for the example and the checks

```
Al2O3 on stepped graphite: rough typical inputs
Mean step spacing L: 100 nm
Channel length W: 1000 nm
Growth per cycle: 0.10 nm
h=10 nm: coverage regular 0.2000, Poisson 0.1813
h=25 nm: coverage regular 0.5000, Poisson 0.3935
h=50 nm: coverage regular 1.0000, Poisson 0.6321
h=100 nm: coverage regular 1.0000, Poisson 0.8647
h=150 nm: coverage regular 1.0000, Poisson 0.9502
Regular closure thickness: 50.0 nm
Regular closure cycles: 500
Poisson closed probability at 50 nm: 3.34e-05
Poisson mean openings per channel at 50 nm: 4.047
Poisson median closure thickness: 146.4 nm
Poisson median closure cycles: 1464
Poisson mean closure thickness: 158.3 nm
Poisson 99% closure thickness: 350.1 nm
Poisson 99% closure cycles: 3501
Median / regular closure ratio: 2.93
99% / regular closure ratio: 7.00
Long-channel estimate, median: 138.2 nm
Long-channel estimate, 99%: 349.9 nm
Median estimate error, W/L=10: 5.57 %
Median estimate error, W/L=1000: 0.07 %
Mean oxide thickness at h=50 nm, regular: 39.27 nm
Mean oxide thickness at h=50 nm, Poisson: 26.58 nm
Sizes of neglected effects
Gamma order 4 bare fraction at 50 nm: 0.1954
Gamma order 4 median closure (sampled): 94 nm
Terrace seed density: 1.0 per um^2
Terrace-seed bare-area factor at regular closure: 0.992
Terrace-seed bare-area factor at median closure: 0.935
Terrace-seed bare-area factor at 99% closure: 0.680
Lateral / vertical growth ratio tried: 0.8
Regular closure with that ratio: 62.5 nm
Median closure with that ratio: 183.0 nm
Rough precursor diameter: 0.6 nm
Groove height narrower than precursor at closure: 5.47 nm
Required minimum oxide thickness: 5.0 nm
Regular h for that minimum: 50.25 nm
Poisson 99% h for that minimum: 350.16 nm
Gate voltage across thin spot: 2.0 V
Mean field at thin spot: 4.0 MV/cm
Rough barrier: 3.0 eV; mass: 0.3 electron masses
WKB transmission at thin spot: 9.0e-18
```
